# The Slater exponent for helium and neon core and valence pairs: a program that tests the result

```python
"""MP2-F12 pair energies of He and Ne as functions of the Slater exponent gamma.

Result under test: with f = -exp(-gamma r12)/gamma and amplitudes c fixed at
1/2 (singlet) and 1/4 (triplet), the pair energy
    E(gamma) = 2 c V + c^2 B - sum_ab (g_ab + c C_ab)^2 / (e_a + e_b - e_i - e_j)
has a flat minimum, at a larger gamma for the Ne core than for its valence.
V = <1/r12 Q f>, B = <f Q (F1+F2-e_i-e_j) Q f>, C_ab = <ab|(F1+F2) Q f|ij>,
g_ab = <ab|1/r12|ij>; Q removes occupied orbitals and pairs of basis virtuals.
Hartree atomic units. One-centre integrals are done in momentum space (q).
"""
import math
from functools import lru_cache
from types import SimpleNamespace

import numpy as np
import sympy as sp
from numpy.polynomial.legendre import leggauss
from pyscf import gto, mp, scf
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.linalg import block_diag, eigh
from scipy.special import eval_genlaguerre, gamma as gamma_fn, lpmv, zeta

PI = math.pi

# momentum grid: Gauss-Legendre panels whose widths double
edges = np.array([0.0] + [0.25 * 2**k for k in range(14)])
nodes, node_weights = leggauss(12)
half = np.diff(edges) / 2
q = (edges[:-1, None] + half[:, None] * (nodes + 1)).ravel()
wq = (half[:, None] * node_weights).ravel()

# real spherical harmonics on an angular product grid
ct, ct_weights = leggauss(12)
cos_theta = np.repeat(ct, 24)
phi_angle = np.tile(2 * PI * np.arange(24) / 24, 12)
angle_weights = np.repeat(ct_weights, 24) * 2 * PI / 24
harmonic = {}
for l in range(7):
    for m in range(-l, l + 1):
        k = abs(m)
        size = math.sqrt((2*l + 1) / (4*PI) * math.factorial(l - k)
                         / math.factorial(l + k)) * (math.sqrt(2) if m else 1)
        wave = np.cos(k * phi_angle) if m >= 0 else np.sin(k * phi_angle)
        harmonic[l, m] = size * lpmv(k, l, cos_theta) * wave


@lru_cache(maxsize=None)
def gaunt(one, two, three):
    return float(angle_weights @ (harmonic[one] * harmonic[two] * harmonic[three]))


def norm(l, a):
    return np.sqrt(2 * (2 * a) ** (l + 1.5) / gamma_fn(l + 1.5))


def bessel_gauss(L, n, a):
    """Integral of r^(L+2n+2) exp(-a r^2) j_L(q r) over r, for all q."""
    a = np.asarray(a)[..., None]
    x = q**2 / (4 * a)
    return (math.sqrt(PI) * math.factorial(n) * q**L
            / (2 ** (L + 2) * a ** (L + n + 1.5))
            * np.exp(-x) * eval_genlaguerre(n, L + 0.5, x))


def pair_radial(exp_i, coef, li, exp_a, la, L):
    """Transforms of i*a and of (T a)*i - a*(T i) for every Gaussian a."""
    ai, aa = exp_i[:, None], exp_a[None, :]
    n = (li + la - L) // 2
    amp = (coef * norm(li, exp_i))[:, None] * norm(la, exp_a)
    low, high = bessel_gauss(L, n, ai + aa), bessel_gauss(L, n + 1, ai + aa)
    plain = np.einsum('ca,caq->aq', amp, low)
    change = np.einsum('ca,caq->aq', amp*(aa*(2*la + 3) - ai*(2*li + 3)), low)
    change -= 2 * np.einsum('ca,caq->aq', amp * (aa**2 - ai**2), high)
    return plain, change


def make_atom(symbol, charge, exps, shells):
    """Hartree-Fock orbitals from pyscf, Fock and exchange matrices for all l."""
    occupied_l = sorted({l for l, _ in shells})
    basis = [[l, [float(a), 1.0]] for l in occupied_l for a in exps[l]]
    mol = gto.M(atom=symbol + " 0 0 0", basis={symbol: basis}, verbose=0)
    mean = scf.RHF(mol)
    mean.conv_tol = 1e-11
    mean.kernel()
    full_fock, full_overlap, loc = mean.get_fock(), mean.get_ovlp(), mol.ao_loc_nr()
    reference = {}
    for l in occupied_l:
        members = [b for b in range(mol.nbas) if mol.bas_angular(b) == l]
        members.sort(key=lambda b: mol.bas_exp(b)[0])
        block = np.ix_([loc[b] for b in members], [loc[b] for b in members])
        reference[l] = eigh(full_fock[block], full_overlap[block])
    density = np.zeros_like(q)
    for l, n in shells:
        amp = reference[l][1][:, n] * norm(l, exps[l])
        table = bessel_gauss(0, l, exps[l][:, None] + exps[l])
        density += 2 * (2*l + 1) * np.einsum('a,b,abq->q', amp, amp, table)
    fock, overlap, exchange = {}, {}, {}
    for l, a in exps.items():
        p, nn = a[:, None] + a, np.outer(norm(l, a), norm(l, a))
        overlap[l] = nn * gamma_fn(l + 1.5) / (2 * p ** (l + 1.5))
        kinetic = (a * (2*l + 3) * overlap[l]
                   - nn * a**2 * gamma_fn(l + 2.5) / p ** (l + 2.5))
        nuclear = -charge * nn * math.factorial(l) / (2 * p ** (l + 1))
        direct = 2 / PI * nn * (bessel_gauss(0, l, p) @ (wq * density))
        exchange[l] = np.zeros_like(p)
        for lo, n in shells:
            for L in range(abs(l - lo), l + lo + 1, 2):
                angular = sum(gaunt((l, 0), (lo, mo), (L, M)) ** 2
                              for mo in range(-lo, lo + 1)
                              for M in range(-L, L + 1))
                rad = pair_radial(exps[lo], reference[lo][1][:, n], lo, a, l, L)[0]
                exchange[l] += 8 * angular * (rad * wq) @ rad.T
        fock[l] = kinetic + nuclear + direct - exchange[l]
    return SimpleNamespace(exps=exps, shells=shells, mean=mean, fock=fock,
                           reference=reference, overlap=overlap, exchange=exchange)


def library_functions(symbol, name):
    found = []
    for entry in gto.basis.load(name, symbol):
        table = np.array(entry[1:], dtype=float)
        found += [(entry[0], table[:, 0], column) for column in table[:, 1:].T]
    return found


def convolve(space, kernel, left=0, right=0):
    """Two-electron integrals (i a|kernel|j b) for a kernel given in q space."""
    size = space.n_occ * space.n
    total, weight = np.zeros((size, size)), 2 / PI * wq * q**2 * kernel
    for rows, *dens in space.tables:
        total[np.ix_(rows, rows)] += (dens[left] * weight) @ dens[right].T
    return total


def build_space(atom, orbital_basis):
    """Orthonormal orbitals: occupied (0), basis virtuals (1), complement (2).

    orbital_basis is a list of functions, or an integer: all functions up to that l.
    """
    vectors, kinds, momenta, focks, exchanges, offset, count = {}, [], [], [], [], {}, 0
    for l, a in atom.exps.items():
        e, c = eigh(atom.fock[l], atom.overlap[l])
        n_occ = sum(lo == l for lo, _ in atom.shells)
        n_rest = len(a) - n_occ
        turn, n_virt = np.eye(n_rest), 0
        if isinstance(orbital_basis, int):
            n_virt = n_rest if l <= orbital_basis else 0
        else:
            columns = []
            for lf, ef, cf in orbital_basis:
                if lf == l:
                    cross = (norm(l, a)[:, None] * norm(l, ef) * gamma_fn(l + 1.5)
                             / (2 * (a[:, None] + ef) ** (l + 1.5)))
                    columns.append(cross @ cf)
            if columns:
                n_virt = len(columns) - n_occ
                turn = np.linalg.svd(c[:, n_occ:].T @ np.array(columns).T)[0]
        if n_virt:
            v = turn[:, :n_virt].copy()
            turn[:, :n_virt] = v @ eigh(v.T @ (e[n_occ:, None] * v))[1]
        rotation = block_diag(np.eye(n_occ), turn) if n_occ else turn
        vectors[l] = c @ rotation
        for m in range(-l, l + 1):
            offset[l, m] = count
            count += len(a)
            kinds += [0] * n_occ + [1] * n_virt + [2] * (n_rest - n_virt)
            momenta += [l] * len(a)
            focks.append(rotation.T @ (e[:, None] * rotation))
            exchanges.append(vectors[l].T @ atom.exchange[l] @ vectors[l])
    buckets, positions = {}, []
    for l, n in atom.shells:
        first = len(positions)
        positions += [offset[l, m] + n for m in range(-l, l + 1)]
        phi = vectors[l][:, n]
        k_phi = np.linalg.solve(atom.overlap[l], atom.exchange[l] @ phi)
        for la, a in atom.exps.items():
            for L in range(abs(l - la), l + la + 1, 2):
                plain, change = pair_radial(atom.exps[l], phi, l, a, la, L)
                moved = pair_radial(atom.exps[l], k_phi, l, a, la, L)[0]
                parts = [vectors[la].T @ y for y in (plain, change, moved)]
                for m in range(-l, l + 1):
                    for ma in range(-la, la + 1):
                        rows = ((first + m + l) * count + offset[la, ma]
                                + np.arange(len(a)))
                        for M in range(-L, L + 1):
                            g = gaunt((l, m), (la, ma), (L, M))
                            if abs(g) > 1e-10:
                                buckets.setdefault((L, M), []).append(
                                    (rows, *[g * y for y in parts]))
    tables = [tuple(np.concatenate(part) for part in zip(*items))
              for items in buckets.values()]
    kinds = np.array(kinds)
    occ, virt = kinds == 0, kinds == 1
    in_basis = occ | virt
    removed = np.outer(in_basis, in_basis) | occ[:, None] | occ[None, :]
    space = SimpleNamespace(n=count, n_occ=len(positions), pos=positions, tables=tables,
                            momenta=np.array(momenta), virt=np.flatnonzero(virt),
                            removed=removed.astype(float), vectors=vectors,
                            fock=block_diag(*focks), exchange=block_diag(*exchanges))
    space.energy = np.diag(space.fock).copy()
    space.coulomb = convolve(space, 4 * PI / q**2)
    return space


def pair_energies(space, gam=None):
    """Matrix of pair energies (i <= j); gam=None gives conventional MP2."""
    no, n, pos = space.n_occ, space.n, space.pos
    shape = (no, n, no, n)
    coulomb = space.coulomb.reshape(shape)
    if gam is not None:
        f_kernel = -8 * PI / (q**2 + gam**2) ** 2
        f = convolve(space, f_kernel).reshape(shape)
        t_comm = convolve(space, f_kernel, 1, 0)
        t_comm = (t_comm + t_comm.T).reshape(shape)
        moved = convolve(space, f_kernel, 2, 0)
        moved = (moved + moved.T).reshape(shape)
        f_over_r = convolve(space, -4*PI / (gam * (q**2 + gam**2))).reshape(shape)
        slope2 = convolve(space, 16*PI*gam / (q**2 + 4*gam**2) ** 2).reshape(shape)
    vv = np.ix_(space.virt, space.virt)
    e_virt = space.energy[space.virt]
    result = np.zeros((no, no))
    for i in range(no):
        for j in range(i, no):
            gap = (e_virt[:, None] + e_virt
                   - space.energy[pos[i]] - space.energy[pos[j]])
            for sign, multiplicity, amp in ((1, 1, 0.5), (-1, 3, 0.25)):
                if i == j and sign < 0:
                    continue

                def adapt(t):
                    block = t[i, :, j, :]
                    return block if i == j else (block + sign*block.T) / math.sqrt(2)

                def mean_value(t):
                    swap = 0.0 if i == j else sign * t[i, pos[j], j, pos[i]]
                    return t[i, pos[i], j, pos[j]] + swap

                g = adapt(coulomb)
                source, energy = g[vv], 0.0
                if gam is not None:
                    fab = adapt(f)
                    kept = fab * (1 - space.removed)
                    k_comm = space.exchange @ fab + fab @ space.exchange - adapt(moved)
                    coupling = (space.fock @ kept + kept @ space.fock)[vv]
                    v_term = mean_value(f_over_r) - np.sum(fab * g * space.removed)
                    b_term = (mean_value(slope2)
                              - np.sum(fab * adapt(t_comm) * space.removed)
                              - np.sum(kept * k_comm) - np.sum(coupling * fab[vv]))
                    energy = 2 * amp * v_term + amp**2 * b_term
                    source = source + amp * coupling
                energy -= np.sum(source**2 / gap)
                result[i, j] += multiplicity * energy
    return result


grid = np.array([0.3, 0.45, 0.6, 0.8, 1.0, 1.25, 1.5, 2.0, 2.5, 3.0, 4.0, 5.0,
                 6.0, 8.0, 10.0, 14.0, 20.0])


def optimum(energies):
    """Minimum of the scan and the range costing under 1 % of the pair energy."""
    curve = CubicSpline(np.log(grid), energies)
    fine = np.linspace(np.log(grid[0]), np.log(grid[-1]), 20001)
    values = curve(fine)
    best = int(np.argmin(values))
    assert 0 < best < len(fine) - 1, "minimum lies at the edge of the scan"
    cheap = np.exp(fine[values - values[best] < 0.01 * abs(values[best])])
    return SimpleNamespace(gamma=float(np.exp(fine[best])), energy=float(values[best]),
                           low=cheap[0], high=cheap[-1],
                           loss=lambda g: float(curve(np.log(g)) - values[best]))


def rms_radius(atom, l, n):
    a, c = atom.exps[l], atom.reference[l][1][:, n]
    amp = c * norm(l, a)
    return math.sqrt(amp @ (gamma_fn(l + 2.5) / (2*(a[:, None] + a)**(l + 2.5))) @ amp)


# cusp amplitudes: the 1/r singularity of relative motion must cancel
r_sym, g_sym = sp.symbols('r g', positive=True)
for l, amp in ((0, sp.Rational(1, 2)), (1, sp.Rational(1, 4))):
    u = r_sym**l * (1 + amp * (1 - sp.exp(-g_sym * r_sym)) / g_sym)
    residual = (-sp.diff(u, r_sym, 2) - 2 * sp.diff(u, r_sym) / r_sym
                + l * (l + 1) * u / r_sym**2 + u / r_sym)
    assert sp.limit(sp.expand(residual * r_sym ** (1 - l)), r_sym, 0) == 0

# atoms in large even-tempered sets
he_exps = {0: 0.05 * 2.0 ** np.arange(16), 1: 0.1 * 2.0 ** np.arange(12)}
he_exps.update({l: 0.12 * 2.0 ** np.arange(10) for l in range(2, 6)})
ne_exps = {0: 0.1 * 2.0 ** np.arange(18), 1: 0.08 * 2.0 ** np.arange(13),
           2: 0.15 * 2.0 ** np.arange(13), 3: 0.2 * 2.0 ** np.arange(12)}
helium = make_atom("He", 2, he_exps, [(0, 0)])
neon = make_atom("Ne", 10, ne_exps, [(0, 0), (0, 1), (1, 0)])

# Fock matrices from the momentum-space integrals against pyscf
for atom in (helium, neon):
    for l, (e_ref, _) in atom.reference.items():
        e_own = eigh(atom.fock[l], atom.overlap[l], eigvals_only=True)
        assert np.max(np.abs(e_own[:5] - e_ref[:5])) < 2e-5

# conventional MP2 of neon in the s,p set against pyscf
ne_sp_energy = pair_energies(build_space(neon, 1)).sum()
ne_sp_pyscf = mp.MP2(neon.mean).kernel()[0]
assert abs(ne_sp_energy - ne_sp_pyscf) < 1e-5

# Slater and Yukawa integrals of He 1s against real-space quadrature
he_all = build_space(helium, 5)
test_gamma = 1.3
x, w = leggauss(240)
r = (1 + x) / (1 - x)
orbital = np.exp(-np.outer(r**2, he_exps[0])) @ (norm(0, he_exps[0])
                                                * he_all.vectors[0][:, 0])
charge_weight = orbital**2 * r**2 * 2 * w / (1 - x) ** 2
near, far = np.abs(r[:, None] - r), r[:, None] + r
primitive = lambda s: (test_gamma*s + 1) * np.exp(-test_gamma*s) / test_gamma**2
slater_r = charge_weight @ ((primitive(near) - primitive(far))
                            / (2 * np.outer(r, r))) @ charge_weight
yukawa_r = charge_weight @ ((np.exp(-test_gamma*near) - np.exp(-test_gamma*far))
                            / (2 * test_gamma * np.outer(r, r))) @ charge_weight
p0 = he_all.pos[0]
slater_q = convolve(he_all, 8*PI*test_gamma / (q**2 + test_gamma**2)**2)[p0, p0]
yukawa_q = convolve(he_all, 4*PI / (q**2 + test_gamma**2))[p0, p0]
assert abs(slater_r - slater_q) < 2e-5
assert abs(yukawa_r - yukawa_q) < 1e-3  # kink at r1 = r2 limits the real-space grid

# commutators: [F,f] from the Fock matrix must equal [T,f] - [K,f];
# the finite radial basis limits the agreement, a wrong sign would give 200 %
f_kernel = -8 * PI / (q**2 + test_gamma**2) ** 2
f_he = convolve(he_all, f_kernel)
t_he = convolve(he_all, f_kernel, 1, 0)
m_he = convolve(he_all, f_kernel, 2, 0)
k_he = he_all.exchange @ f_he + f_he @ he_all.exchange - m_he - m_he.T
fock_he = he_all.fock @ f_he + f_he @ he_all.fock - 2 * he_all.energy[p0] * f_he
smooth = np.flatnonzero(he_all.energy < 1.0)
smooth = np.ix_(smooth, smooth)
mismatch = np.max(np.abs((fock_he - t_he - t_he.T + k_he)[smooth]))
assert mismatch < 0.2 * np.max(np.abs(k_he[smooth]))

# He MP2 limit from partial waves, without any geminal
gap_he = he_all.energy[he_all.virt][:, None] + he_all.energy[he_all.virt]
gap_he = gap_he - 2 * he_all.energy[p0]
terms = -he_all.coulomb[np.ix_(he_all.virt, he_all.virt)] ** 2 / gap_he
waves = [terms[he_all.momenta[he_all.virt] == l].sum() for l in range(6)]
he_limit = sum(waves) + waves[5] * 5.5**4 * zeta(4, 6.5)

# scans
he_results = {}
for name in ("cc-pVDZ", "cc-pVTZ", "cc-pVQZ", "all l<=3"):
    choice = 3 if name == "all l<=3" else library_functions("He", name)
    space = build_space(helium, choice)
    scan = np.array([pair_energies(space, g)[0, 0] for g in grid])
    he_results[name] = (pair_energies(space)[0, 0], scan, optimum(scan), space)
tight = [(0, 10.0), (0, 30.0), (1, 25.0), (1, 100.0), (2, 40.0)]
ne_functions = library_functions("Ne", "cc-pVTZ")
ne_functions += [(l, np.array([a]), np.array([1.0])) for l, a in tight]
ne_space = build_space(neon, ne_functions)


def classes(pairs):
    return np.array([pairs[0, 0], pairs[0, 1:].sum(), pairs[1:, 1:].sum()])


ne_plain = classes(pair_energies(ne_space))
ne_scan = np.array([classes(pair_energies(ne_space, g)) for g in grid])
core, mixed, valence = (optimum(ne_scan[:, k]) for k in range(3))

he_plain, he_scan, he_best, he_space = he_results["cc-pVTZ"]
assert abs(he_results["all l<=3"][2].energy - he_limit) < 1.5e-4
assert he_best.energy > he_limit - 1e-4
assert abs(he_best.energy - he_limit) < 0.3 * abs(he_plain - he_limit)
assert abs(pair_energies(he_space, he_best.gamma)[0, 0] - he_best.energy) < 2e-5
assert core.gamma > 1.5 * valence.gamma
for best in (he_best, valence):
    assert max(best.loss(1.0), best.loss(1.5)) < 0.03 * abs(best.energy)
radius = {"He 1s": rms_radius(helium, 0, 0), "Ne 1s": rms_radius(neon, 0, 0),
          "Ne 2s": rms_radius(neon, 0, 1), "Ne 2p": rms_radius(neon, 1, 0)}
scaled = core.gamma * radius["Ne 1s"] / (he_best.gamma * radius["He 1s"])
assert 0.5 < scaled < 2.0

print(f"HF energy He, Ne (Eh): {helium.mean.e_tot:.5f} {neon.mean.e_tot:.5f}")
print(f"Ne MP2 in s,p set, own / pyscf (Eh): {ne_sp_energy:.6f} {ne_sp_pyscf:.6f}")
print(f"He MP2 limit from partial waves (mEh): {1e3*he_limit:.2f}")
print("Ne tight exponents (l, bohr^-2):", ", ".join(f"{l} {a:g}" for l, a in tight))
print("Pair energies in mEh; gamma in 1/bohr; He in cc-pVTZ")
print(" gamma      He   Ne core  Ne core-val  Ne valence")
for g, eh, row in zip(grid, 1e3 * he_scan, 1e3 * ne_scan):
    print(f"{g:6.2f} {eh:8.3f} {row[0]:8.3f} {row[1]:10.3f} {row[2]:12.3f}")
print("He: basis, MP2, best MP2-F12 (mEh), best gamma (1/bohr)")
for name, (plain, _, best, _) in he_results.items():
    print(f"  {name:10s} {1e3*plain:8.3f} {1e3*best.energy:8.3f} {best.gamma:6.2f}")
print("Ne: pairs, MP2, best MP2-F12 (mEh), best gamma (1/bohr)")
for name, plain, best in zip(("core", "core-val", "valence"), ne_plain,
                             (core, mixed, valence)):
    print(f"  {name:10s} {1e3*plain:8.3f} {1e3*best.energy:8.3f} {best.gamma:6.2f}")
print("Range of gamma within the scan costing < 1 % (1/bohr); loss at 1, 1.5 (mEh)")
for name, best in (("He", he_best), ("Ne core", core), ("Ne valence", valence)):
    print(f"  {name:10s} {best.low:5.2f} to {best.high:5.2f};"
          f" {1e3*best.loss(1.0):6.3f} {1e3*best.loss(1.5):6.3f}")
print(f"Core loss at valence optimum (mEh): {1e3*core.loss(valence.gamma):.3f}")
print(f"Valence loss at core optimum (mEh): {1e3*valence.loss(core.gamma):.3f}")
print("rms radii (bohr):", ", ".join(f"{k} {v:.3f}" for k, v in radius.items()))
print(f"gamma*radius, He 1s and Ne 1s: {he_best.gamma*radius['He 1s']:.2f}"
      f" {core.gamma*radius['Ne 1s']:.2f}")
print(f"Ratio of core to valence optimum: {core.gamma/valence.gamma:.2f}")
bohr_pm = physical_constants["Bohr radius"][0] * 1e12
print(f"Length 1/gamma, Ne core and valence (pm): {bohr_pm/core.gamma:.1f}"
      f" {bohr_pm/valence.gamma:.1f}")
print("finished without a failed check")
```

Running it gives:

```
HF energy He, Ne (Eh): -2.86167 -128.54466
Ne MP2 in s,p set, own / pyscf (Eh): -0.192001 -0.192001
He MP2 limit from partial waves (mEh): -37.34
Ne tight exponents (l, bohr^-2): 0 10, 0 30, 1 25, 1 100, 2 40
Pair energies in mEh; gamma in 1/bohr; He in cc-pVTZ
 gamma      He   Ne core  Ne core-val  Ne valence
  0.30  -35.624  -39.301    -17.055     -295.876
  0.45  -36.654  -39.397    -19.968     -308.710
  0.60  -37.004  -39.482    -21.684     -314.124
  0.80  -37.103  -39.579    -23.105     -316.731
  1.00  -37.066  -39.661    -24.051     -317.278
  1.25  -36.963  -39.745    -24.897     -316.853
  1.50  -36.837  -39.813    -25.519     -315.861
  2.00  -36.567  -39.911    -26.341     -313.055
  2.50  -36.302  -39.974    -26.796     -309.740
  3.00  -36.052  -40.013    -27.008     -306.288
  4.00  -35.591  -40.049    -26.958     -299.667
  5.00  -35.177  -40.051    -26.542     -293.916
  6.00  -34.816  -40.030    -25.973     -289.188
  8.00  -34.267  -39.937    -24.828     -282.433
 10.00  -33.908  -39.790    -23.928     -278.250
 14.00  -33.524  -39.399    -22.825     -273.938
 20.00  -33.301  -38.746    -22.063     -271.494
He: basis, MP2, best MP2-F12 (mEh), best gamma (1/bohr)
  cc-pVDZ     -25.758  -36.391   0.88
  cc-pVTZ     -33.128  -37.103   0.81
  cc-pVQZ     -35.472  -37.307   0.80
  all l<=3    -36.593  -37.378   1.18
Ne: pairs, MP2, best MP2-F12 (mEh), best gamma (1/bohr)
  core        -35.649  -40.054   4.55
  core-val    -21.051  -27.050   3.38
  valence    -269.615 -317.278   1.01
Range of gamma within the scan costing < 1 % (1/bohr); loss at 1, 1.5 (mEh)
  He          0.47 to  1.70;  0.037  0.266
  Ne core     0.98 to 11.50;  0.393  0.241
  Ne valence  0.60 to  1.83;  0.000  1.417
Core loss at valence optimum (mEh): 0.391
Valence loss at core optimum (mEh): 20.927
rms radii (bohr): He 1s 1.089, Ne 1s 0.183, Ne 2s 0.983, Ne 2p 1.108
gamma*radius, He 1s and Ne 1s: 0.88 0.83
Ratio of core to valence optimum: 4.52
Length 1/gamma, Ne core and valence (pm): 11.6 52.6
finished without a failed check
```
